# The classical nonradiative capture barrier for equal-curvature configuration-coordinate parabolas

Take a defect whose lattice releases 0.30 eV when it relaxes after capturing a carrier. Treat the lattice classically, with the same stiffness before and after capture. If capture releases no net energy, the lattice must climb 0.075 eV before the carrier can be captured without emitting light. If capture releases 0.30 eV, the barrier is zero. If it releases 0.60 eV, the barrier is 0.075 eV again. More driving energy first removes the barrier and then restores it. The explanation lies in where two displaced parabolas cross.

## Setting and assumptions

Consider a deep level in a semiconductor. In the initial state the carrier is free, at rest at the band edge; in the final state it is bound at the defect. Let $Q$ be a mass-weighted configuration coordinate, measured from the equilibrium geometry of the initial state. Four assumptions are made.

**A1 (equal harmonic curves).** The total energies, electronic plus elastic, are
$$V_i(Q)=\Delta E+\tfrac12 kQ^2,\qquad V_f(Q)=\tfrac12 k(Q-D)^2,$$
with one curvature $k=\omega^2>0$ and a displacement $D\neq0$.

**A2 (weak, constant coupling).** The electronic matrix element $W$ connecting the states does not depend on $Q$ and is small enough for first-order perturbation theory.

**A3 (thermal equilibrium).** Before capture, the vibration is in equilibrium at temperature $T$ in the initial state.

**A4 (classical nuclei).** The vibration is treated classically. The last proposition below removes this assumption.

The *driving energy* $\Delta E$ is the energy of the initial minimum minus that of the final minimum, so it is positive when capture releases energy. The *relaxation energy* is what the lattice gives up on the final curve in moving from the old geometry to the new one:
$$E_R=V_f(0)-V_f(D)=\tfrac12kD^2 .$$
In units of the phonon energy it defines the Huang–Rhys factor $S=E_R/\hbar\omega$.

## The barrier

**Theorem.** Under A1 the curves cross at exactly one point,
$$Q_c=D\,\frac{E_R-\Delta E}{2E_R}. \tag{1}$$
The crossing lies above the initial minimum by
$$\boxed{E_b=\frac{(\Delta E-E_R)^2}{4E_R}} \tag{2}$$
and above the final minimum by
$$E_e=E_b+\Delta E=\frac{(\Delta E+E_R)^2}{4E_R}. \tag{3}$$

The energy $E_b$ is the classical capture barrier, and $E_e$ is the barrier for the reverse process, thermal emission. The proof rests on one property of the vertical gap between the curves.

**Lemma 1.** The gap is linear in $Q$:
$$V_i(Q)-V_f(Q)=\Delta E-E_R+kDQ. \tag{4}$$

*Proof.* Expanding the square in $V_f$ gives
$$V_i-V_f=\Delta E+\tfrac12kQ^2-\tfrac12kQ^2+kDQ-\tfrac12kD^2 .$$
The quadratic terms cancel because the curvatures are equal, and the last term is $-E_R$. ∎

*Proof of the theorem.* Since $kD\ne0$, the linear function (4) has a single zero, $Q_c=(E_R-\Delta E)/(kD)$. Multiplying numerator and denominator by $D$ and using $kD^2=2E_R$ gives (1). The height above the initial minimum is
$$V_i(Q_c)-V_i(0)=\tfrac12kQ_c^2=\tfrac12kD^2\,\frac{(E_R-\Delta E)^2}{4E_R^2}=\frac{(E_R-\Delta E)^2}{4E_R},$$
which is (2). The final minimum lies at zero energy and the initial one at $\Delta E$, so the height above the final minimum is $E_b+\Delta E$. Over a common denominator,
$$\frac{\Delta E^2-2\Delta E\,E_R+E_R^2+4\Delta E\,E_R}{4E_R}=\frac{(\Delta E+E_R)^2}{4E_R}. \qquad ∎$$

**Remark (meaning of the numerator).** At $Q=0$ the gap (4) is $g=\Delta E-E_R$. This is the energy mismatch if the carrier were captured with the lattice frozen. The lattice must distort until the mismatch vanishes. The distortion needed is proportional to $g$, and its elastic cost to $g^2$. The sign of $g$ fixes the direction of the distortion but not its cost.

**Remark (regimes).** For $E_R=0.30$ eV, equations (1) and (2) give:

| $\Delta E$ (eV) | $Q_c/D$ | $E_b$ (eV) |
|---|---|---|
| 0 | 0.50 | 0.075 |
| 0.15 | 0.25 | 0.019 |
| 0.30 | 0 | 0 |
| 0.45 | −0.25 | 0.019 |
| 0.60 | −0.50 | 0.075 |
| 0.90 | −1.00 | 0.300 |

At $\Delta E=0$ the crossing is halfway between the minima and the barrier is $E_R/4$. As $\Delta E$ grows, the initial curve moves up relative to the final one and the crossing slides towards the initial minimum, reaching it at $\Delta E=E_R$. Beyond that it climbs the far side of the initial parabola, away from the final geometry. The equal barriers in the opening example have mismatches $g=-0.30$ eV and $g=+0.30$ eV.

For negative $\Delta E$ capture is uphill. Equation (3) then gives $E_b=|\Delta E|+E_e$ with $E_e\ge0$, so the barrier is never smaller than the energy that must be supplied.

**Remark (a crossing need not be a saddle).** At $Q_c$ the slopes are $kQ_c$ and $k(Q_c-D)$. They have opposite signs if $0<Q_c/D<1$, that is, if $|\Delta E|<E_R$. A weak coupling then splits the crossing into a lower surface with a maximum between two wells. For $\Delta E>E_R$ both slopes have the same sign, and a sufficiently weak coupling leaves no such maximum there. The energy $E_b$ is still required, but as the cost of reaching electronic resonance, not as the top of a pass on the lower surface.

## Several vibrational modes

A real defect distorts along many coordinates. The result survives if each mode has the same curvature in both states.

**Lemma 2.** Let
$$V_i=\Delta E+\tfrac12\sum_jk_jq_j^2,\qquad V_f=\tfrac12\sum_jk_j(q_j-d_j)^2,$$
with all $k_j>0$ and $E_R=\tfrac12\sum_jk_jd_j^2>0$. The lowest point at which $V_i=V_f$ lies at height (2) above the initial minimum.

*Proof.* The quadratic terms cancel mode by mode, so the crossing condition is
$$\sum_jk_jd_jq_j=E_R-\Delta E .$$
The Cauchy–Schwarz inequality for the vectors $\sqrt{k_j}\,d_j$ and $\sqrt{k_j}\,q_j$ gives
$$(E_R-\Delta E)^2\le\Big(\sum_jk_jd_j^2\Big)\Big(\sum_jk_jq_j^2\Big)=2E_R\sum_jk_jq_j^2 .$$
Dividing by $4E_R$ shows that the elastic energy $\tfrac12\sum_jk_jq_j^2$ is at least $(E_R-\Delta E)^2/(4E_R)$. Equality holds when $q_j=\lambda d_j$. The crossing condition then requires $2E_R\lambda=E_R-\Delta E$, which can be satisfied, so the bound is attained. ∎

The cheapest distortion therefore lies on the straight line through the two equilibrium geometries, and only the total relaxation energy enters. For example, three modes with a total $E_R=0.20825$ eV and $\Delta E=0.60$ eV have a barrier of $0.39175^2/(4\times0.20825)\approx0.184$ eV, however $E_R$ is divided among them.

## From the barrier to a rate

In first-order perturbation theory the transition rate for one carrier is
$$\Gamma=\frac{2\pi}{\hbar}|W|^2F, \tag{5}$$
where $F$, with units of inverse energy, measures how often the lattice brings the two states into resonance. For classical nuclei $F=\langle\delta(V_i-V_f)\rangle$, averaged over the initial thermal distribution; this form is recovered below from the quantum expression. If the carrier is normalized in a volume $\mathcal V$, the capture coefficient for a carrier at rest at the band edge is $\mathcal V\,\Gamma$. A measured coefficient averages over thermal carrier energies, which add to $\Delta E$. For a parabolic band, $W$ independent of carrier energy and classical nuclei, this average roughly halves the result at 300 K in the worked example below. For a charged centre a Coulomb factor, not treated here, enters as well.

**Proposition 1.** Under A1–A4,
$$F=\frac{1}{\sqrt{4\pi E_Rk_BT}}\exp\left(-\frac{E_b}{k_BT}\right). \tag{6}$$

*Proof.* The Boltzmann weight $\exp(-kQ^2/2k_BT)$ makes $Q$ a Gaussian variable with mean zero and variance $k_BT/k$. By Lemma 1 the gap is a linear function of $Q$, so it is also Gaussian. Its mean is $g=\Delta E-E_R$ and its variance is
$$\sigma^2=(kD)^2\,\frac{k_BT}{k}=kD^2k_BT=2E_Rk_BT .$$
The average of the delta function is the probability density of the gap at zero, $(2\pi\sigma^2)^{-1/2}\exp(-g^2/2\sigma^2)$. Inserting $\sigma^2$ gives (6), since $g^2/(4E_Rk_BT)=E_b/k_BT$. ∎

**Corollary (local Arrhenius slope).** With $\beta=1/k_BT$, equation (6) reads $\ln F=\text{const}+\tfrac12\ln\beta-\beta E_b$. At constant $W$,
$$-\frac{d\ln F}{d\beta}=E_b-\tfrac12k_BT. \tag{7}$$
The slope of an Arrhenius plot is thus smaller than the barrier by $k_BT/2$. When $\Delta E=E_R$ the slope is negative and the classical rate falls as $T^{-1/2}$ (with quantum nuclei it levels off once $k_BT$ drops below $\hbar\omega$), because heating spreads the gap over a wider range and leaves less weight at resonance.

**Remark (emission).** Starting from the final minimum, the mean of the gap (4) is $\Delta E+E_R$ and its variance is unchanged. The emission factor is therefore (6) with $E_e$ in place of $E_b$. The ratio of capture to emission factors is $\exp[(E_e-E_b)/k_BT]=\exp(\Delta E/k_BT)$, as detailed balance requires for this pair of states.

## A worked example

Choose round model parameters, not assigned to a particular defect: $\hbar\omega=30$ meV, $E_R=0.30$ eV, $\Delta E=0.60$ eV and $T=300$ K. Then $S=0.30/0.030=10$. The phonon energy corresponds to $k=0.2153$ eV/(amu Å$^2$), so
$$D=\sqrt{\frac{2E_R}{k}}=\sqrt{\frac{0.60}{0.2153}}\approx1.67\ \text{amu}^{1/2}\,\text{Å}.$$
The mismatch is $g=0.60-0.30=0.30$ eV, and the crossing lies at $Q_c=-D/2\approx-0.83$ amu$^{1/2}$ Å. The two barriers are
$$E_b=\frac{0.30^2}{4\times0.30}=0.075\ \text{eV},\qquad E_e=0.075+0.60=0.675\ \text{eV}.$$

At 300 K, $k_BT=25.85$ meV and the Boltzmann factor is $\exp(-75.0/25.85)=0.055$. Equation (6) gives
$$F=\frac{0.05496}{\sqrt{4\pi\times0.30\times0.02585}}\approx0.176\ \text{eV}^{-1}.$$
For classical nuclei the local Arrhenius slope is $75.0-12.9=62.1$ meV. Reading it directly as the barrier would underestimate $E_b$ by 17 percent of its value. With quantum nuclei, treated below, the slope at 300 K is only about 36 meV, and the same reading would miss about half the barrier.

The barrier is sensitive to its inputs. Writing (2) as $E_b=\tfrac14(\Delta E^2/E_R-2\Delta E+E_R)$ and differentiating gives
$$\frac{\partial E_b}{\partial\Delta E}=\frac{\Delta E-E_R}{2E_R}=\frac12,\qquad
\frac{\partial E_b}{\partial E_R}=\frac14\left(1-\frac{\Delta E^2}{E_R^2}\right)=-\frac34 .$$
To first order, an error of 20 meV in $E_R$ shifts this barrier by 15 meV, which changes the Boltzmann factor at 300 K by a factor of about 1.8.

## Quantum nuclei and the range of the classical result

With quantized vibrations, $F$ is a thermal sum over squared overlaps of initial and final vibrational states of equal total energy. Both oscillators have the same zero-point energy, so $\Delta E$ needs no correction. Let $\Delta E=p\hbar\omega$ with integer $p\ge0$, and spread each discrete line over one phonon energy, so that $F$ is the line weight divided by $\hbar\omega$.

**Proposition 2.** With $\bar n=1/(e^{\hbar\omega/k_BT}-1)$,
$$F=\frac1{2\pi\hbar\omega}\int_{-\pi}^{\pi}d\theta\;e^{ip\theta}\exp\big[-S(2\bar n+1)(1-\cos\theta)-iS\sin\theta\big]. \tag{8}$$

*Proof.* Let $H_0$ be the initial vibrational Hamiltonian with ladder operators $a,a^\dagger$, and let $\mathcal D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)$. The final oscillator is $H_f=\mathcal D(\alpha)H_0\mathcal D(\alpha)^\dagger$ with $\alpha$ real and $\alpha^2=S$. Writing energy conservation as a Fourier integral over time turns the sum over overlaps into the transform of $G=\langle e^{iH_0t/\hbar}e^{-iH_ft/\hbar}\rangle$, multiplied by $e^{i\Delta Et/\hbar}$. Put $\theta=\omega t$. Free evolution multiplies $a^\dagger$ by $e^{i\theta}$, so
$$G=\langle\mathcal D(\alpha e^{i\theta})\,\mathcal D(-\alpha)\rangle
=e^{-iS\sin\theta}\,\langle\mathcal D(\alpha e^{i\theta}-\alpha)\rangle .$$
The phase comes from $\mathcal D(u)\mathcal D(v)=\mathcal D(u+v)\,e^{(uv^*-u^*v)/2}$. In a thermal oscillator state every linear combination of $a$ and $a^\dagger$ has a Gaussian distribution, which gives $\langle\mathcal D(u)\rangle=\exp[-|u|^2(\bar n+\tfrac12)]$. Here $|u|^2=S|e^{i\theta}-1|^2=2S(1-\cos\theta)$. The function $G$ has period $2\pi$ in $\theta$, so the line weights are its Fourier coefficients, and division by $\hbar\omega$ gives (8). ∎

**Classical limit.** Suppose small $\theta$ dominates and $k_BT\gg\hbar\omega$. Then $\sin\theta\approx\theta$, $1-\cos\theta\approx\theta^2/2$ and $2\bar n+1\approx2k_BT/\hbar\omega$. The exponent in (8) becomes
$$i(p-S)\theta-\frac{Sk_BT}{\hbar\omega}\theta^2 ,\qquad p-S=\frac{\Delta E-E_R}{\hbar\omega}.$$
Extending the Gaussian integral to infinite limits yields (6), prefactor included. This Gaussian is stationary at $\theta=iy$ with
$$y=\frac{\hbar\omega}{2k_BT}\,\frac{\Delta E-E_R}{E_R}, \tag{9}$$
so the expansion also requires $|y|\ll1$. Small $|y|$ alone does not guarantee an accurate rate, because the neglected terms in the exponent are multiplied by $S$. At 1000 K with $\Delta E=2E_R$ and the same phonon energy, raising $S$ from 10 to 200 leaves $y$ at 0.17 but moves the ratio of quantum to classical $F$ from 0.99 to 1.43. In the example $y$ is 0.17 at 1000 K, 0.58 at 300 K and 1.7 at 100 K.

**Low-temperature limit.** For $\bar n=0$ the second exponential in (8) is $e^{-S}\exp(Se^{-i\theta})$. Expanding it in powers of $e^{-i\theta}$ and keeping the power $p$ gives
$$F_0=\frac{e^{-S}S^p}{p!\,\hbar\omega}. \tag{10}$$
This is independent of temperature: the activated behaviour has disappeared. For $S=10$ and $p=20$, $F_0\approx0.062$ eV$^{-1}$.

The quantum values below were obtained by diagonalizing the displaced oscillator in a finite basis of initial states and summing the thermally weighted squared overlaps.

| $T$ (K) | quantum $F$ (eV$^{-1}$) | classical $F$ (eV$^{-1}$) | ratio |
|---|---|---|---|
| 100 | 0.072 | 0.0009 | 78 |
| 200 | 0.138 | 0.051 | 2.7 |
| 300 | 0.243 | 0.176 | 1.38 |
| 500 | 0.456 | 0.435 | 1.05 |
| 1000 | 0.731 | 0.735 | 0.99 |

The classical formula is low by 28 percent of the quantum value at 300 K and fails badly at 100 K. The direction of the failure follows from (8). At $\theta=iy$ the full exponent is
$$\Phi(y)=-py+S\sinh y+S(2\bar n+1)(\cosh y-1),$$
while the classical one is $\Phi_{\rm cl}(y)=-(p-S)y+(Sk_BT/\hbar\omega)y^2$. For $y>0$ we have $\sinh y>y$, $\cosh y-1>y^2/2$ and $2\bar n+1>2k_BT/\hbar\omega$, so $\Phi>\Phi_{\rm cl}$. When $\Delta E>E_R$ both functions have their minimum at positive $y$, and the quantum minimum is the higher one. In a stationary-phase estimate its exponential is therefore larger: the nuclei can tunnel instead of climbing to the crossing. The same estimate has a prefactor proportional to $1/\sqrt{\Phi''}$, which is smaller than its classical counterpart because $\Phi''>\Phi_{\rm cl}''$. The two corrections oppose each other, which allows a ratio slightly below one, as at 1000 K.

## When the curvatures differ

Let the final curvature be $rk$, with $D$ and $\Delta E$ unchanged, and keep $E_R=\tfrac12kD^2$. With $u=Q/D$ the crossing condition $E_Ru^2+\Delta E=rE_R(1-u)^2$ becomes
$$(1-r)E_Ru^2+2rE_Ru+\Delta E-rE_R=0. \tag{11}$$
The quadratic term now survives. There may be two crossings, or none: the roots are complex if $(1-r)\Delta E>rE_R$, which for $\Delta E>0$ requires a softer final curve.

For a final curve 20 percent stiffer, $r=1.2$, the example gives $u^2-12u-4=0$. The root nearer the initial minimum is $u=6-\sqrt{40}\approx-0.325$, and the barrier is $E_Ru^2\approx0.032$ eV instead of 0.075 eV. The stiffer curve rises faster on the far side and meets the initial curve sooner. At 300 K the Boltzmann factor grows by $\exp(43.4/25.85)\approx5.4$.

Using the stiffer curve's own relaxation energy in (2) does not repair the formula. That energy is $1.2\times0.30=0.36$ eV, for which (2) gives $0.24^2/(4\times0.36)=0.040$ eV, still 27 percent above the actual crossing barrier. A crossing between the two minima does not make (2) safe either: at $\Delta E=0.15$ eV the same stiffening raises the barrier from 0.019 to 0.027 eV. The shape of both curves as far as the crossing must be known before (2) can be trusted quantitatively. For $\Delta E>E_R$ this includes a region outside the interval between the minima.

Numbers in the example were calculated in double precision.
